# Plasmon width in the uniform electron gas and the exchange-correlation kernel, part 2

The problem is the plasmon width in the three-dimensional, unpolarized electron gas at $T=0$. The algebra is in atomic units, with $v_q=4\pi/q^2$, $n=k_F^3/3\pi^2$, $\omega_p^2=4\pi n$ and $\mathbf q$ along $z$. The kernel $f_{xc}$ is defined by
$$\chi=\frac{\chi_0}{1-(v_q+f_{xc})\chi_0},$$
with $\chi_0$ the independent-particle (Lindhard) response. It is zero in the random-phase approximation (RPA) and $f_0=d^2(ne_{xc})/dn^2$ in the adiabatic local-density approximation (ALDA), where $e_{xc}$ is the exchange-correlation energy per electron and $v_{xc}=d(ne_{xc})/dn$. Both give zero width below a critical wavevector $q_c$, where the plasmon meets the one-pair edge $\omega_+=qk_F+q^2/2$. The Gross–Kohn–Iwamoto (GKI) kernel depends on frequency.

Moving an electron from $\mathbf p$ to $\mathbf p+\mathbf q$ costs $\Delta=qp_z+q^2/2$. The spectral representation is $\chi(z)=\frac1\pi\int_0^\infty d\omega'(-\mathrm{Im}\chi)\,2\omega'/(z^2-\omega'^2)$. At small $q$ the full width at half maximum ("the law") and the peak position are
$$\Gamma=-\frac{nq^2\,\mathrm{Im}f_{xc}(\omega_p)}{\omega_p}+O(q^4),\qquad \Omega=\omega_p+q^2\,\frac{\tfrac35k_F^2+n\,\mathrm{Re}f_{xc}(\omega_p)}{2\omega_p}+O(q^4).$$

The width comes from decay into two electron-hole pairs with momentum transfer $\mathbf k$. With $\rho^\dagger_{\mathbf q}=\sum_je^{i\mathbf q\cdot\mathbf r_j}$, interaction $U$, $\mu=\hat{\mathbf q}\cdot\hat{\mathbf k}$ and $\mathbf u_i$ the part of the hole momentum $\mathbf p_i$ perpendicular to $\mathbf k$, the direct amplitude is
$$M_d=\frac{vq^2}{\omega^2}\left[1-4\mu^2-\frac{2\mu k}{\omega}\,\hat{\mathbf q}\cdot(\mathbf u_1-\mathbf u_2)\right].$$
It gives the bare direct kernel
$$\mathrm{Im}f_d(\omega)=-\frac\pi{n^2}\int\frac{d^3k}{(2\pi)^3}v_k^2\int_0^\omega d\omega'\left[\frac{23}{30}S(k,\omega')+\frac8{15}\frac{k^2}{\omega^2}T(k,\omega')\right]S(k,\omega-\omega'),$$
with $S=-\frac1\pi\,\mathrm{Im}\,\chi_0$ and
$$T(k,\omega')=\frac{k_F^4}{16\pi^2k}\left[(1-\nu_-^2)_+^2-(1-\nu_+^2)_+^2\right],$$
where $\nu_\pm=\omega'/kk_F\pm k/2k_F$ and $(x)_+=\max(x,0)$. With exchange, the high-frequency tail is
$$\mathrm{Im}f_{xc}\to-c\,\omega^{-3/2},\qquad c=\frac{23\pi}{15}=4.817\ \text{a.u.}$$

The example has $r_s=4$: $k_F=0.9067$ Å$^{-1}$, $E_F=3.132$ eV, $\omega_p=5.891$ eV, $f_0=-61.7$ eV Å$^3$ (Slater exchange, PW92 correlation), and $q_c=0.857$ (RPA) or $0.785$ Å$^{-1}$ (ALDA). At $\omega_p$, $k$ runs from 0.356 to 2.170 Å$^{-1}$, $\mathrm{Im}f_d=-289.8$ eV Å$^3$, and the bare exchange factor (total over direct) is 0.793.

### Screening

The bare result is not a usable estimate at $\omega_p$. With $k_{TF}^2=4k_F/\pi$ one has $k_{TF}^2k_F^2/3=4\pi n$, so $\omega_p=k_{TF}k_F/\sqrt3$. At high density the lower bound on $k$ tends to $\omega_p/2k_F=k_{TF}/2\sqrt3$: the momenta favoured by $v_k^2$ lie below the screening wavevector there too, and second order does not become exact as $r_s\to0$. At $r_s=4$ the bound is 0.356 Å$^{-1}$ against $k_{TF}=1.477$ Å$^{-1}$.

The mode-decoupling approximation keeps the structure of $M_d$ and dresses each pair that is created through its density with the ring series, a factor $1/\epsilon(k,\omega')$ with $\epsilon=1-v_k\chi_0$. A pair created through $\mathbf u$ is not dressed, because a vertex odd in the azimuth has no overlap with the density, and the Coulomb interaction couples only to the density. Each $S$ becomes $S/|\epsilon|^2$, which is the RPA spectrum, since $\mathrm{Im}(\chi_0/\epsilon)=\mathrm{Im}(\chi_0\epsilon^*)/|\epsilon|^2=\mathrm{Im}\chi_0/|\epsilon|^2$. This replacement is an approximation and not a complete summation at any order. It gives $-8.00$ eV Å$^3$, a reduction of the bare direct value by $289.8/8.00\approx36$. Monte Carlo on the screened amplitude gives $-8.02\pm0.03$ eV Å$^3$, which tests the factorized integral and says nothing about the quality of the approximation. Multiplying by the bare exchange factor gives $-6.3$ eV Å$^3$. This understates the effect of exchange, because screening suppresses the small momentum transfers at which the direct term dominates.

The RPA spectrum also contains the plasmon delta function, so a plasmon could decay into a plasmon and a pair. At $\omega=\omega_p$ this channel is closed if the dispersion is positive, which is tested for RPA at 30 wavevectors below $q_c$. At finite $q$ it opens for $k\lesssim q$ with pair energy $\omega''\sim q^2$. The plasmon weight scales as $k^2$, and expanding $T$ for small $\omega''$ gives $k_F^2\omega''/4\pi^2k\sim q$, so the leading term scales as $\int k^2dk\,k^{-4}\,k^2\,q\,k^2\sim q^4$ in $\mathrm{Im}f_{xc}$. This is power counting outside the strict range of the small-$q$ expansion and is not tested. If the dispersion is negative the channel is open already at $\omega_p$ and must be added.

### The GKI kernel

GKI interpolates with $\mathrm{Im}f_{xc}=a\omega/(1+b\omega^2)^{5/4}$. The tail fixes $a=-cb^{5/4}$, and $b$ comes from the two limits of the real part.

The high-frequency limit $f_\infty$ follows from the third moment $M_3=\frac2\pi\int_0^\infty\omega^3(-\mathrm{Im}\chi)\,d\omega$, the coefficient of $\omega^{-4}$ in $\chi$; it converges because $\mathrm{Im}\chi\sim\omega^{-11/2}$. From $\chi=\chi_0+\chi_0^2(v_q+f_\infty)+\dots$ and $t_0=3k_F^2/10$,
$$M_3=nq^2\left[\tfrac14q^4+2q^2t_0+\omega_p^2+nq^2f_\infty\right].$$
For the exact value let $B=[H,\rho^\dagger]=\sum_je^{iqz_j}\Delta(p_{zj})$, which follows from $p_ze^{iqz}=e^{iqz}(p_z+q)$. Inserting eigenstates and using inversion symmetry gives $VM_3=2\sum_m\omega_{m0}|\langle m|B|0\rangle|^2=\langle[B^\dagger,[H,B]]\rangle$. The kinetic part of $[H,B]$ is $\sum e^{iqz}\Delta^2$, and its commutator with $B^\dagger=\sum\Delta e^{-iqz}$ is $(qp_z+q^2/2)^3-(qp_z-q^2/2)^3=3q^4p_z^2+q^6/4$, with average $2tq^4+q^6/4$ per electron, $t$ being the exact kinetic energy. The potential part is $[U,B]=iq\sum_je^{iqz_j}\partial_jU$, with $\partial_j=\partial/\partial z_j$, and
$$[B^\dagger,[U,B]]=q^2\Big[iq\sum_j\partial_jU+\sum_{jl}e^{iq(z_j-z_l)}\partial_j\partial_lU\Big]=q^2\sum_{j\ne l}w_{zz}(\mathbf r_{jl})\left(1-e^{iqz_{jl}}\right).$$
The first sum is the total force and vanishes; in the second, $\partial_j\partial_lU=-w_{zz}$ for $j\ne l$ and $\partial_j^2U=\sum_lw_{zz}$ for the pair potential $w=V^{-1}\sum_{\mathbf k\neq0}v_ke^{i\mathbf k\cdot\mathbf r}$. Use $w_{zz}=-V^{-1}\sum k_z^2v_ke^{i\mathbf k\cdot\mathbf r}$ and $\langle\sum_{j\ne l}e^{i\mathbf k\cdot\mathbf r_{jl}}\rangle=N[s(k)-1]$, with $s$ the static structure factor, except at zero wavevector where it is $N^2$ to leading order. The term $\mathbf k=-\mathbf q$ gives $nq^2v_q=\omega_p^2$, and
$$M_3=nq^2\left[\tfrac14q^4+2q^2t+\omega_p^2+I\right],\qquad I=\int\frac{d^3k}{(2\pi)^3}\,g(\mathbf k)\,[s(|\mathbf k+\mathbf q|)-s(k)],\qquad g=\frac{4\pi k_z^2}{k^2}.$$
Shifting the variable gives $I=\int(s-1)[g(\mathbf k-\mathbf q)-g(\mathbf k)]\to\frac{q^2}2\int(s-1)\,\partial_{k_z}^2g$, the linear term being odd. Since $\partial^2_{k_z}(k_z^2/k^2)=2/k^2-10k_z^2/k^4+8k_z^4/k^6$ averages to $(2-\tfrac{10}3+\tfrac85)/k^2=\tfrac4{15}k^{-2}$, and the interaction energy per electron is $u=\frac12\int v_k(s-1)$, one finds $I=\frac4{15}uq^2$. This coefficient is tested with the Hartree–Fock $s(k)$, and the kinetic part with the Lindhard spectrum. Comparing the two forms of $M_3$, with $t_c=t-t_0$,
$$f_\infty=\frac1n\left(2t_c+\frac4{15}u\right).$$
Both energies follow from $e_{xc}$. For $H=T+\lambda U$ the scaling $\mathbf r\to\mathbf r/\lambda$ gives $e(\lambda,r_s)=\lambda^2e(1,\lambda r_s)$, and the Hellmann–Feynman theorem at $\lambda=1$ gives $u=2e+r_s\,de/dr_s$, to which $t_0\propto r_s^{-2}$ contributes nothing. With $r_s\,d/dr_s=-3n\,d/dn$ and $n\,de_{xc}/dn=v_{xc}-e_{xc}$, this is $u=5e_{xc}-3v_{xc}$, and $t_c=e_{xc}-u=3v_{xc}-4e_{xc}$.

The spectral representation shows that $\chi$ and $\chi_0$ have no zeros in the upper half plane (the imaginary part is nonzero off the imaginary axis, and on it the functions are negative), so $f_{xc}$ is analytic there and
$$\mathrm{Re}f_{xc}(\omega)=f_\infty+\frac2\pi\,\mathrm P\!\int_0^\infty\frac{\omega'\,\mathrm{Im}f_{xc}(\omega')}{\omega'^2-\omega^2}\,d\omega'.$$
GKI sets $f_{xc}(0)=f_0$. This is an assumption: $f_0$ is the limit $\omega\to0$ before $q\to0$, while the kernel needed here takes $q\to0$ first. With the Euler gamma function $\Gamma_{\rm E}$, the beta integral is $\int_0^\infty(1+x^2)^{-5/4}dx=\sqrt\pi\,\Gamma_{\rm E}(\tfrac34)/2\Gamma_{\rm E}(\tfrac54)$, so $f_\infty-f_0=cb^{3/4}\,\Gamma_{\rm E}(\tfrac34)/\sqrt\pi\,\Gamma_{\rm E}(\tfrac54)$. Using $\Gamma_{\rm E}(\tfrac34)=\pi\sqrt2/\Gamma_{\rm E}(\tfrac14)$ and $\Gamma_{\rm E}(\tfrac54)=\Gamma_{\rm E}(\tfrac14)/4$,
$$b^{3/4}=\frac{\gamma\,(f_\infty-f_0)}c,\qquad\gamma=\frac{\Gamma_{\rm E}(\tfrac14)^2}{\sqrt{32\pi}}=1.31103,\qquad \mathrm{Im}f_{xc}=-\gamma(f_\infty-f_0)\frac{x}{(1+x^2)^{5/4}},\quad x=\sqrt b\,\omega .$$
A numerical Kramers–Kronig integral returns $f_0$ (tested). Two-pair physics enters this kernel through $c$ alone; its value at $\omega_p$ is set by the assumed shape.

### The numbers at $r_s=4$

With $n=0.02517$ Å$^{-3}$, $e_{xc}=-3.984$ eV and $v_{xc}=-5.176$ eV, the virial relations give $t_c=0.4065$ eV and $u=-4.390$ eV, so $f_\infty=(0.8130-1.1708)/0.02517=-14.21$ eV Å$^3$ and $f_\infty-f_0=-14.214+61.736=47.52$ eV Å$^3$. Then $b=0.006388$ eV$^{-2}$, $x^2=b\omega_p^2=0.2217$, $x=0.4709$, $(1.2217)^{5/4}=1.2844$, and
$$\mathrm{Im}f_{xc}(\omega_p)=-1.31103\times47.52\times0.4709/1.2844=-22.84\ \text{eV Å}^3=-5.664\ \text{a.u.}$$
Restoring units multiplies $q^2$ by $\hbar^2/m=2E_F/k_F^2=6.264/0.8221=7.62$ eV Å$^2$:
$$\Gamma/q^2=7.62\times0.02517\times22.84/5.891=0.744\ \text{eV Å}^2,$$
or 0.030 eV at $q=0.2$ Å$^{-1}$, a lifetime of 22 fs. The dispersion coefficient is $0.6\times3.132\times7.62/5.891=2.431$ eV Å$^2$ in RPA. ALDA adds $7.62\times0.02517\times(-61.74)/(2\times5.891)=-1.005$, giving 1.426 eV Å$^2$; GKI, with $\mathrm{Re}f_{xc}(\omega_p)=-49.2$ eV Å$^3$, gives 1.629 eV Å$^2$.

The law is tested against the width read between the half-maximum points of $-\mathrm{Im}\chi$, computed with the full Lindhard function and the full frequency dependence of the kernel. The ratio of width to law is 0.99985 at $q=0.0453$ Å$^{-1}$ and 0.99940 at $0.0907$ Å$^{-1}$; the deviation grows fourfold on doubling $q$, as a relative correction of order $q^2$ should.

| $q$ (Å$^{-1}$) | GKI peak (eV) | FWHM (eV) | law (eV) | $\hbar/\Gamma$ (fs) |
|---|---|---|---|---|
| 0.1 | 5.908 | 0.00743 | 0.00744 | 89 |
| 0.2 | 5.959 | 0.02965 | 0.02975 | 22 |
| 0.4 | 6.195 | 0.1165 | 0.1190 | 5.7 |

At $0.4$ Å$^{-1}$ the width is 2% below the law. These digits describe the model with a $q$-independent kernel and PW92 correlation; the VWN or Perdew–Zunger fit lowers $\Gamma/q^2$ by about 0.003 eV Å$^2$ (0.4%) and $f_\infty$ by 0.2 to 0.3 eV Å$^3$. The true $f_{xc}(q,\omega)$ has its own $q$ dependence, which changes the $q^4$ term.

The prefactor depends on the kernel far more strongly. For $\Gamma/q^2$ in eV Å$^2$:

| kernel | $r_s=4$ | $r_s=2$ |
|---|---|---|
| GKI | 0.74 | 0.48 |
| two-pair, bare, direct | 9.4 | 4.0 |
| two-pair, screened, direct | 0.26 | 0.15 |

At $r_s=4$ the exchange factor lowers the bare value to 7.5. Applied to the screened value it gives 0.21, which understates the reduction for the reason given under screening. GKI exceeds the screened direct result by a factor 2.9 at $r_s=4$ and by $0.4802/0.1495=3.2$ at $r_s=2$, where $\omega_p=16.7$ eV. Neither is exact, and nothing computed here brackets the true value. The screened calculation contains the actual phase space at $\omega_p$ but an approximate amplitude; GKI satisfies the tail and the sum rule but has no information on how the spectral weight is distributed in between.

### What to do in practice

A width found below $q_c$ in an RPA or ALDA calculation for the uniform gas at $T=0$ is numerical. Evaluating at $\omega+i\eta$ turns the delta function into a Lorentzian of full width $2\eta$. To resolve the two-pair width at $q=0.2$ Å$^{-1}$, 0.01 eV from the law with the screened kernel and 0.03 eV with GKI, $2\eta$ must be well below that, or the width should be taken from the formula.

Quote $\Gamma/q^2$ with the kernel named, and treat the factor of about three between GKI and the screened direct kernel as the model spread found here at these two densities, the bare kernel being excluded for the reason given under screening. Exchange lowers the screened value and so widens this spread. For the peak position only ALDA and GKI are compared here, since the real part of the two-pair kernel is not computed: at $0.2$ Å$^{-1}$ GKI moves the peak from the ALDA value by $5.9590-5.9508=0.008$ eV, about 14% of the ALDA shift $5.9508-5.8914=0.059$ eV from $\omega_p$.

At finite temperature the one-pair edge is smeared. A single pair needs $p_z=\omega/q-q/2$, with occupation $\exp[-(p_z^2/2-\mu)/k_BT]$, $\mu$ being the chemical potential. The leading dependence on $q$ is $\exp(-\omega_p^2/2q^2k_BT)$, faster than any power of $q$, so Landau damping does not compete as $q\to0$. This factor alone is not an estimate at finite $q$, because the omitted terms such as $\mu/k_BT$ are large when $k_BT\ll E_F$. The occupation is appreciable only when $p_z^2/2-\mu$ is within a few $k_BT$, which for $k_BT\ll E_F$ means that the root lies close to the pair edge, near $q_c$, where the small-$q$ expansion fails as well. When $k_BT$ is a sizeable fraction of $E_F$ this range extends well below $q_c$. Whether Landau damping then matches the two-pair width depends on $T$ and is not computed here. Above the $q_c$ of a given kernel the real root no longer exists and one-pair decay is open.

For a crystal, fit the width as $\Gamma_0+\beta q^2$. Interband transitions are one-pair processes that RPA and ALDA already contain, and they can contribute to both $\Gamma_0$ and $\beta$; the electron-gas value is at best an estimate of the two-pair part of $\beta$.

A local kernel $f_{xc}(n_0(\mathbf r),\omega)$ should not be carried over to inhomogeneous systems without care. Electrons in a harmonic trap driven by a uniform field move rigidly, by the same separation of the centre of mass, so $\delta n=-\mathbf x\cdot\nabla n_0$ for displacement $\mathbf x$. The exchange-correlation potential must then be the translated static one, $\delta v_{xc}=-f_0(n_0)\,\mathbf x\cdot\nabla n_0$ in the local approximation. The local dynamic kernel gives $-f_{xc}(n_0,\omega)\,\mathbf x\cdot\nabla n_0$, which agrees only if $f_{xc}(\omega)=f_0$, so its imaginary part acts on a motion that has no internal friction. Current-density formulations such as the Vignale–Kohn functional apply the dynamic part to gradients of the velocity field, which vanish for rigid motion and are the quantity that survives in the amplitude $M_d$.

## Calculated quantities

```
rs = 4.0, n = 0.02517 1/A^3, kF = 0.9067 1/A
EF = 3.1320 eV, wp = 5.8914 eV
RPA: qc = 0.8571 1/A, energy at qc = 8.721 eV
RPA: plasmon share of f-sum at q = 0.4533 1/A: 0.98994
ALDA: qc = 0.7849 1/A, energy at qc = 7.770 eV
ALDA: plasmon share of f-sum at q = 0.4533 1/A: 0.98830
exc = -3.9840 eV, vxc = -5.1764 eV, tc = 0.4065 eV, u = -4.3904 eV
f0 = -61.736 eV A^3, finf = -14.214 eV A^3
gamma = 1.31103, c = 23pi/15 = 4.8171 a.u.
GKI a = -4.9797 A^3, b = 0.006388 1/eV^2, b wp^2 = 0.2217
GKI Re f(wp) = -49.214 eV A^3
GKI Im f(wp) = -22.840 eV A^3 = -5.6643 a.u.
dispersion dw/dq^2: RPA 2.4306, ALDA 1.4255, GKI 1.6294 eV A^2
FWHM/law at q = 0.0453, 0.0907 1/A: 0.99985, 0.99940
q = 0.1 1/A: pair edge 0.729, RPA 5.9159, ALDA 5.9058, GKI peak 5.9079 eV
   GKI FWHM 0.00743 eV, law 0.00744 eV, hbar/FWHM 88.58 fs
q = 0.2 1/A: pair edge 1.534, RPA 5.9905, ALDA 5.9508, GKI peak 5.9590 eV
   GKI FWHM 0.02965 eV, law 0.02975 eV, hbar/FWHM 22.20 fs
q = 0.4 1/A: pair edge 3.373, RPA 6.3124, ALDA 6.1614, GKI peak 6.1947 eV
   GKI FWHM 0.11648 eV, law 0.11898 eV, hbar/FWHM 5.65 fs
two-pair k range at wp: 0.3563 to 2.1697 1/A; kTF = 1.4770 1/A
Monte Carlo q = 0.00453 and 0.00907 1/A, samples 600000
power of q in Im chi: both electrons 4.000, one electron 2.001
bare direct Im f(wp): quadrature -289.83, Monte Carlo -289.58 +- 0.92 eV A^3
screened direct Im f(wp): quadrature -7.995, Monte Carlo -8.022 +- 0.029 eV A^3
exchange factor (bare): 0.793 at wp, 0.503 at 1253 eV
tail -Im f w^1.5 at 1253 eV, Monte Carlo: 4.862 a.u.
GKI: Im f -22.84 eV A^3, Gamma/q^2 0.7436 eV A^2, Gamma(0.2 1/A) 0.02975 eV
bare direct: Im f -289.83 eV A^3, Gamma/q^2 9.4364 eV A^2, Gamma(0.2 1/A) 0.37746 eV
bare with exchange: Im f -229.93 eV A^3, Gamma/q^2 7.4861 eV A^2, Gamma(0.2 1/A) 0.29944 eV
screened direct: Im f -8.00 eV A^3, Gamma/q^2 0.2603 eV A^2, Gamma(0.2 1/A) 0.01041 eV
screened x exchange factor: Im f -6.34 eV A^3, Gamma/q^2 0.2065 eV A^2, Gamma(0.2 1/A) 0.00826 eV
ratio GKI / screened direct = 2.86
rs = 2.0: wp = 16.664 eV, kF = 1.8133 1/A
rs = 2.0 GKI: Im f -5.215 eV A^3, Gamma/q^2 0.4802 eV A^2
rs = 2.0 bare direct: Im f -43.222 eV A^3, Gamma/q^2 3.9803 eV A^2
rs = 2.0 screened direct: Im f -1.623 eV A^3, Gamma/q^2 0.1495 eV A^2
```
